# The Moshinsky Atom: Density, Kohn-Sham Potential, Kinetic Correlation and Natural Occupations

## Question

Two electrons in three dimensions are held by a harmonic well and repel or attract each other with a harmonic force. In Rydberg atomic units ($\hbar=1$, $m=\tfrac12$, energies in Ry, lengths in bohr) the kinetic energy of one electron is $-\nabla^2$, and the well $\tfrac12 m\omega^2r^2$ becomes $\omega^2r^2/4$. The Hamiltonian is

$$H=-\nabla_1^2-\nabla_2^2+\frac{\omega^2}{4}(r_1^2+r_2^2)-\frac{\kappa}{4}|\mathbf r_1-\mathbf r_2|^2 ,\qquad \omega>0 .$$

Here $\kappa>0$ means repulsion and $\kappa<0$ attraction. Frequencies are quoted in Ry and $\kappa$ in Ry².

**(a)** Find the ground-state energy and wavefunction, the condition on $\kappa$ for a bound state, and the spin state.

**(b)** Find the electron density $n(\mathbf r)$.

**(c)** Find the Kohn-Sham potential $v_s(\mathbf r)$ whose non-interacting ground state has this density.

**(d)** Let $T$ be the kinetic energy of the interacting ground state and $T_s$ that of the Kohn-Sham state. Find $T_c=T-T_s$, determine its sign, and explain where it comes from.

**(e)** Find the natural orbitals and their occupation numbers. For one Cartesian direction, look for an expansion $\sum_k t^k\varphi_k(x_1)\varphi_k(x_2)$ in oscillator functions of a frequency $\nu$ to be determined. Check the result against $T$.

**(f)** Solve the restricted Hartree-Fock problem. Can its potential replace $v_s$, or its kinetic energy replace $T_s$?

**(g)** Evaluate the results for $\omega=0.4$ Ry, $\kappa=0.075$ Ry², and compare with $\kappa=-0.10$ Ry² at the same $\omega$. These are round model parameters.

## Model answers

### (a) Energy and wavefunction

Define $\mathbf R=(\mathbf r_1+\mathbf r_2)/\sqrt2$ and $\mathbf r=(\mathbf r_1-\mathbf r_2)/\sqrt2$. In each direction $\partial_1=(\partial_X+\partial_x)/\sqrt2$ and $\partial_2=(\partial_X-\partial_x)/\sqrt2$. The cross terms cancel in the sum of squares, so $\nabla_1^2+\nabla_2^2=\nabla_R^2+\nabla_r^2$. In the same way $r_1^2+r_2^2=R^2+r^2$, while $|\mathbf r_1-\mathbf r_2|^2=2r^2$. The coefficient of $r^2$ is therefore $\omega^2/4-\kappa/2$, and

$$H=\Big[-\nabla_R^2+\frac{\omega^2}{4}R^2\Big]+\Big[-\nabla_r^2+\frac{\Omega^2}{4}r^2\Big],\qquad \Omega^2=\omega^2-2\kappa .$$

A bound state requires $\Omega^2>0$, that is $\kappa<\omega^2/2$. Otherwise the relative motion is not confined. We take $\Omega>0$.

For one direction and a frequency $a$, multiplying out the brackets confirms that

$$-\frac{d^2}{dx^2}+\frac{a^2x^2}{4}=\Big(-\frac{d}{dx}+\frac{ax}{2}\Big)\Big(\frac{d}{dx}+\frac{ax}{2}\Big)+\frac a2 ,$$

because $-\frac{d}{dx}\big(\frac{ax}{2}f\big)+\frac{ax}{2}f'=-\frac a2 f$. The two brackets are adjoints of each other, so the expectation value of their product is $\int|f'+axf/2|^2dx\ge0$. The lowest energy is thus $a/2$, reached when $f'=-axf/2$, which gives $f\propto e^{-ax^2/4}$.

There are three directions of frequency $\omega$ and three of frequency $\Omega$:

$$E=\tfrac32(\omega+\Omega),\qquad \Psi=\Big(\frac{\omega\Omega}{4\pi^2}\Big)^{3/4}e^{-\omega R^2/4-\Omega r^2/4}.$$

The prefactor follows from $\int e^{-ax^2/2}dx=\sqrt{2\pi/a}$ and the fact that the change of variables is orthogonal, so its Jacobian has absolute value 1. Exchanging the electrons sends $\mathbf r\to-\mathbf r$ and leaves $\Psi$ unchanged. The spin part must then be antisymmetric, so the ground state is a singlet.

### (b) Density

$\Psi$ is a product over $x$, $y$, $z$. The probability density for one direction is

$$P(x_1,x_2)=\frac{\sqrt{\omega\Omega}}{2\pi}\exp\Big[-\frac{\omega}{4}(x_1+x_2)^2-\frac{\Omega}{4}(x_1-x_2)^2\Big].$$

Completing the square in $x_2$ turns the exponent into

$$-\frac{\omega+\Omega}{4}\Big(x_2+\frac{\omega-\Omega}{\omega+\Omega}x_1\Big)^2-\frac14\Big[(\omega+\Omega)-\frac{(\omega-\Omega)^2}{\omega+\Omega}\Big]x_1^2 .$$

The last bracket equals $4\omega\Omega/(\omega+\Omega)$. Define

$$\omega_s=\frac{2\omega\Omega}{\omega+\Omega},$$

so that the second term is $-\omega_sx_1^2/2$. The integral over $x_2$ gives $\sqrt{4\pi/(\omega+\Omega)}$, and the prefactor becomes $\sqrt{\omega\Omega/[\pi(\omega+\Omega)]}=\sqrt{\omega_s/2\pi}$. Multiplying three directions and counting two electrons,

$$n(\mathbf r)=2\Big(\frac{\omega_s}{2\pi}\Big)^{3/2}e^{-\omega_sr^2/2}.$$

The variance in each direction is $1/\omega_s=\tfrac12(1/\omega+1/\Omega)$, the mean of the variances of the two oscillators. The rms radius is $\sqrt{3/\omega_s}$.

### (c) Kohn-Sham potential

In the non-interacting singlet both electrons occupy one orbital, so $n=2\phi^2$ and $\phi=\sqrt{n/2}\propto e^{-\omega_sr^2/4}$. The equation $-\nabla^2\phi+v_s\phi=\varepsilon\phi$ gives $v_s-\varepsilon=\nabla^2\phi/\phi$. Since $\partial_x\phi=-\tfrac12\omega_sx\phi$, we have $\partial_x^2\phi=(\tfrac14\omega_s^2x^2-\tfrac12\omega_s)\phi$. Summing over directions,

$$v_s(\mathbf r)=\frac{\omega_s^2}{4}r^2+\Big(\varepsilon-\frac{3\omega_s}{2}\Big).$$

The Kohn-Sham potential is harmonic with frequency $\omega_s$. The density at fixed electron number does not determine the additive constant. With $v_s(0)=0$ the orbital energy is $\varepsilon=3\omega_s/2$, which by part (a) is the lowest level of this well.

### (d) Kinetic correlation energy

For the normalized Gaussian of frequency $a$, $f'=-axf/2$ and $\langle x^2\rangle=1/a$. Its kinetic energy is

$$\int (f')^2dx=\frac{a^2}{4}\langle x^2\rangle=\frac a4 .$$

The interacting state has three such terms with $a=\omega$ and three with $a=\Omega$. The Kohn-Sham state has six with $a=\omega_s$:

$$T=\tfrac34(\omega+\Omega),\qquad T_s=\tfrac32\omega_s=\frac{3\omega\Omega}{\omega+\Omega}.$$

Subtracting over a common denominator,

$$T_c=\frac34\,\frac{(\omega+\Omega)^2-4\omega\Omega}{\omega+\Omega}=\frac34\,\frac{(\omega-\Omega)^2}{\omega+\Omega}\ \ge 0 .$$

It vanishes only for $\Omega=\omega$, that is $\kappa=0$.

The sign agrees with a general condition. The Kohn-Sham state minimizes $\langle\hat T\rangle+\int n\,v_s\,d^3r$. Any other state with the same density has the same potential term, so its kinetic energy cannot be below $T_s$. The interacting ground state is such a state.

The completed square in part (b) shows the origin of $T_c$ in this model. With electron 1 fixed at $x_1$, electron 2 has a Gaussian distribution centred at $-x_1(\omega-\Omega)/(\omega+\Omega)$. Under repulsion ($\Omega<\omega$) this lies on the opposite side of the well, and under attraction on the same side. The variance of this conditional distribution is $2/(\omega+\Omega)$, which corresponds to a frequency $a=(\omega+\Omega)/2$ and a kinetic energy $(\omega+\Omega)/8$. This is the actual kinetic energy of electron 2 in one direction. The wavefunction is real and positive, so it equals $\sqrt{P}=\sqrt{p(x_1)}\,\sqrt{p(x_2|x_1)}$, where $p(x_1)$ is the distribution of electron 1 and $p(x_2|x_1)$ the conditional one. The derivative $\partial_2$ acts only on the second factor. The integral $\int(\partial_2\sqrt{p(x_2|x_1)})^2dx_2=(\omega+\Omega)/8$ does not depend on $x_1$, and $\int p(x_1)\,dx_1=1$. Two electrons and three directions give six such terms, which add up to $T$. The Kohn-Sham orbital has the variance of the whole density, $1/\omega_s$, which is larger when $\kappa\neq0$. The narrower conditional distribution costs the extra kinetic energy $T_c$.

Two limits are useful.

- **Weak interaction.** Here $\Omega\approx\omega-\kappa/\omega$, so $T_c\approx3\kappa^2/(8\omega^3)$. It is of second order in $\kappa$ and does not depend on its sign at this order.
- **Repulsion near the stability limit.** As $\Omega\to0$, $\omega_s\to0$ and $T_s\to0$, while $T\to3\omega/4$. The whole kinetic energy is then $T_c$.

### (e) Natural orbitals and occupations

The natural orbitals are the eigenfunctions of the spin-summed one-particle density matrix

$$\rho(\mathbf r,\mathbf r')=2\int\Psi(\mathbf r,\mathbf r_2)\Psi(\mathbf r',\mathbf r_2)\,d^3r_2 ,$$

and the occupations are its eigenvalues. If $\Psi=\sum_jc_j\phi_j(\mathbf r_1)\phi_j(\mathbf r_2)$ with real orthonormal $\phi_j$, the integral removes all cross terms and the occupations are $2c_j^2$.

**Ladder operators.** For one direction let

$$a=\frac{\sqrt\nu}{2}x+\frac1{\sqrt\nu}\frac{d}{dx},\qquad a^\dagger=\frac{\sqrt\nu}{2}x-\frac1{\sqrt\nu}\frac{d}{dx},\qquad [a,a^\dagger]=1 .$$

The state $\varphi_0\propto e^{-\nu x^2/4}$ obeys $a\varphi_0=0$. The functions $\varphi_k=(a^\dagger)^k\varphi_0/\sqrt{k!}$ are the orthonormal oscillator states of frequency $\nu$, with $a\varphi_k=\sqrt k\,\varphi_{k-1}$ and $a^\dagger\varphi_k=\sqrt{k+1}\,\varphi_{k+1}$.

**Equations obeyed by the sum.** Let $S=\sum_kt^k\varphi_k(x_1)\varphi_k(x_2)$ with $|t|<1$. Then

$$a_1S=\sum_{k\ge1}t^k\sqrt k\,\varphi_{k-1}(x_1)\varphi_k(x_2)=t\sum_{k\ge0}t^{k}\sqrt{k+1}\,\varphi_k(x_1)\varphi_{k+1}(x_2)=t\,a_2^\dagger S .$$

By symmetry $a_2S=t\,a_1^\dagger S$.

**Matching the Gaussian.** For one direction the wavefunction is

$$\psi\propto\exp\Big[-\frac{\omega+\Omega}{8}(x_1^2+x_2^2)+\frac{\Omega-\omega}{4}x_1x_2\Big].$$

Differentiation gives

$$\sqrt\nu\,a_1\psi=\Big[\Big(\frac\nu2-\frac{\omega+\Omega}4\Big)x_1+\frac{\Omega-\omega}{4}x_2\Big]\psi,$$

$$\sqrt\nu\,a_2^\dagger\psi=\Big[\Big(\frac\nu2+\frac{\omega+\Omega}4\Big)x_2-\frac{\Omega-\omega}{4}x_1\Big]\psi .$$

Requiring $a_1\psi=t\,a_2^\dagger\psi$ and comparing the coefficients of $x_2$ and $x_1$,

$$\Omega-\omega=t(2\nu+\omega+\Omega),\qquad 2\nu-\omega-\Omega=-t(\Omega-\omega).$$

Multiply the second equation by $2\nu+\omega+\Omega$ and use the first on the right. This gives $4\nu^2-(\omega+\Omega)^2=-(\Omega-\omega)^2$, so $4\nu^2=4\omega\Omega$. Then $2\nu+\omega+\Omega=(\sqrt\omega+\sqrt\Omega)^2$, and

$$\nu=\sqrt{\omega\Omega},\qquad t=\frac{\sqrt\Omega-\sqrt\omega}{\sqrt\Omega+\sqrt\omega},\qquad |t|<1 .$$

The second ladder equation holds because $\psi$ is symmetric in $x_1$ and $x_2$.

**Uniqueness.** Written out, the two equations for a function $f$ are

$$(\partial_1+t\partial_2)f=\tfrac\nu2(tx_2-x_1)f,\qquad (t\partial_1+\partial_2)f=\tfrac\nu2(tx_1-x_2)f .$$

Both $S$ and $\psi$ satisfy them, and $\psi$ has no zeros. The ratio $g=S/\psi$ therefore obeys $(\partial_1+t\partial_2)g=0$ and $(t\partial_1+\partial_2)g=0$. Subtracting $t$ times the second from the first gives $(1-t^2)\partial_1g=0$. Hence $\partial_1g=0$, then $\partial_2g=0$, and $g$ is constant. Normalization with $\sum_kt^{2k}=1/(1-t^2)$, and the positive overlap of $\psi$ with $\varphi_0\varphi_0$, fix

$$\psi(x_1,x_2)=\sqrt{1-t^2}\,\sum_kt^k\varphi_k(x_1)\varphi_k(x_2).$$

**Three dimensions.** With $q=t^2$, the squared coefficients for one direction are $(1-q)q^k$. Three directions multiply, so the natural orbital $\varphi_{k_1}(x)\varphi_{k_2}(y)\varphi_{k_3}(z)$ has the occupation

$$n_K=2(1-q)^3q^K,\qquad K=k_1+k_2+k_3 .$$

The occupations are geometric in the shell number $K$. For given $k_1$ there are $K-k_1+1$ choices of $k_2$, so a shell contains $(K+1)(K+2)/2$ orbitals with equal occupation. The total is 2, because $\sum_k(1-q)q^k=1$ in each direction.

Under repulsion $t<0$, and the amplitudes alternate in sign with $K$. The occupations depend on $t^2$ and do not show this sign. The geometric law, the shell degeneracy and the alternating sign are properties of the harmonic interaction. In helium, with Coulomb repulsion, the ten largest amplitudes after the first all have the sign opposite to it and do not fall by a fixed ratio.

**Check against $T$.** Since $d/dx=\tfrac12\sqrt\nu(a-a^\dagger)$, the state $\varphi_k$ has kinetic energy $-\tfrac\nu4\langle(a-a^\dagger)^2\rangle=\tfrac\nu4(2k+1)$. Two electrons and three directions give

$$T=6\sum_k(1-q)q^k\,\frac\nu4(2k+1)=\frac{3\nu}{2}\Big(\frac{2q}{1-q}+1\Big)=\frac{3\nu}{2}\,\frac{1+q}{1-q},$$

where $\sum_k(1-q)kq^k=q/(1-q)$. From the formula for $t$, $(1+q)/(1-q)=2(\omega+\Omega)/(4\sqrt{\omega\Omega})=(\omega+\Omega)/(2\nu)$. This returns $T=\tfrac34(\omega+\Omega)$.

### (f) Hartree-Fock is a different harmonic problem

In restricted Hartree-Fock both electrons share one normalized orbital $\chi$. For two independent electrons $\langle|\mathbf r_1-\mathbf r_2|^2\rangle=2\langle r^2\rangle-2|\langle\mathbf r\rangle|^2=2\sigma^2$, where $\sigma^2$ is the variance of the position. With $\langle r^2\rangle=\sigma^2+|\langle\mathbf r\rangle|^2$ the energy is

$$E[\chi]=2\langle-\nabla^2\rangle+\frac{\omega^2-\kappa}{2}\sigma^2+\frac{\omega^2}{2}|\langle\mathbf r\rangle|^2 .$$

Shifting the orbital changes only the last term, so the minimum has $\langle\mathbf r\rangle=0$. What remains is twice the energy of one electron in a well of frequency

$$\omega_{HF}=\sqrt{\omega^2-\kappa}=\sqrt{\frac{\omega^2+\Omega^2}{2}},\qquad E_{HF}=3\,\omega_{HF}.$$

The second form uses $\kappa=(\omega^2-\Omega^2)/2$. To compare the frequencies, note that

$$\omega_{HF}^2-\Big(\frac{\omega+\Omega}2\Big)^2=\frac{(\omega-\Omega)^2}{4},\qquad \frac{\omega+\Omega}{2}-\omega_s=\frac{(\omega-\Omega)^2}{2(\omega+\Omega)} .$$

Hence $\omega_{HF}>\tfrac12(\omega+\Omega)>\omega_s$ for either sign of $\kappa\neq0$. In this model the Hartree-Fock density is too compact, and its potential cannot replace $v_s$. The direction of the error is not general: for H$_2$ stretched to 5 bohr the restricted Hartree-Fock density is too low at the nuclei and its $\langle r^2\rangle$ is about 4% too large. The excess lies across the bond; along the bond the Hartree-Fock density is narrower than the correlated one.

Its kinetic energy, $T_{HF}=\tfrac32\omega_{HF}$, cannot replace $T_s$ either. The difference $T-T_{HF}=\tfrac32\big[\tfrac12(\omega+\Omega)-\omega_{HF}\big]$ is negative, whereas $T_c$ is positive. The definition of $T_c$ compares two states of the same density, and the Hartree-Fock state has a different one. The negative sign belongs to the harmonic forces. Here $T=E/2$ and $T_{HF}=E_{HF}/2$, so $T-T_{HF}=(E-E_{HF})/2<0$. For a Coulomb atom the virial theorem gives $T=-E$, and the difference is positive. In helium $T_{HF}$ lies within about 0.01 Ry of $T_s\approx5.73$ Ry.

### (g) Numbers

**Repulsion, $\kappa=0.075$ Ry².** The stability limit is $\omega^2/2=0.08$ Ry², so the interaction is strong.

- $\Omega=\sqrt{0.16-0.15}=0.1$ Ry.
- $E=1.5\times0.5=0.75$ Ry $=10.204$ eV.
- $\omega_s=2(0.4)(0.1)/0.5=0.16$ Ry $=2.177$ eV. The coefficient of $r^2$ is 0.0064 Ry/bohr² in $v_s$ and 0.04 Ry/bohr² in the external well.
- $n(0)=0.00813$ bohr⁻³, and the rms radius is $\sqrt{3/0.16}=4.33$ bohr.
- $T=0.75\times0.5=0.375$ Ry and $T_s=1.5\times0.16=0.24$ Ry.
- $T_c=0.375-0.24=0.135$ Ry $=1.837$ eV, which is 36% of $T$. From part (d), $T_c/T=[(\omega-\Omega)/(\omega+\Omega)]^2$, which depends only on $\Omega/\omega$ and is unchanged when this ratio is inverted. Here the ratio is $1/4$ because $\kappa$ is close to the stability limit; a strong attraction with $\Omega=4\omega$ ($\kappa=-1.2$ Ry²) gives the same 36%. In helium $T_c$ is about 1% of $T$.

For the natural orbitals, $\nu=\sqrt{0.04}=0.2$ Ry, $t=-1/3$ and $q=1/9$. The largest occupation, that of the shell $K=0$, is $2(8/9)^3=1.4047$, and each further shell has one ninth of the occupation per orbital:

| $K$ | Orbitals | Occupation of each | Shell total |
|---|---|---|---|
| 0 | 1 | 1.4047 | 1.4047 |
| 1 | 3 | 0.1561 | 0.4682 |
| 2 | 6 | 0.0173 | 0.1040 |
| 3 | 10 | 0.0019 | 0.0193 |

These four shells hold 1.9962 electrons. The Kohn-Sham state has the same density but places both electrons in one orbital. That orbital has frequency 0.16 Ry, so it is wider than the lowest natural orbital, whose frequency is 0.2 Ry.

Hartree-Fock gives $\omega_{HF}=\sqrt{0.085}=0.2915$ Ry and an rms radius of 3.21 bohr instead of 4.33 bohr. Its energy, 0.8746 Ry, lies 0.1246 Ry above the exact energy of the model.

**Attraction, $\kappa=-0.10$ Ry².** Now $\Omega=\sqrt{0.16+0.20}=0.6$ Ry and $E=1.5$ Ry. The Kohn-Sham frequency is $\omega_s=2(0.4)(0.6)/1.0=0.48$ Ry, above $\omega$, so the density contracts. It is still below $\omega_{HF}=0.510$ Ry. The kinetic correlation energy is $T_c=0.75(0.2)^2/1.0=0.03$ Ry. The amplitude ratio is positive, $t=0.101$, and $q=0.0102$. Although $|\kappa|$ is larger than before, correlation is weaker, because $\Omega/\omega$ is 1.5 here and 0.25 in the repulsive case.

The numerical check checks the energy, density, kinetic energies, natural orbitals and occupations, and the Hartree-Fock energy and width for these two values of $\kappa$, by diagonalization on a grid and by direct integration.

## Table of computed values

```
Repulsive example
well frequency omega            = 0.4000 Ry
interaction strength kappa      = 0.0750 Ry^2
relative frequency Omega        = 0.1000 Ry
energy E, formula               = 0.750000 Ry
energy E, grid                  = 0.750000 Ry
energy E                        = 10.2043 eV
Kohn-Sham frequency omega_s     = 0.160000 Ry
Kohn-Sham frequency omega_s     = 2.1769 eV
v_s coefficient omega_s^2/4     = 0.006400 Ry/bohr^2
v_ext coefficient omega^2/4     = 0.040000 Ry/bohr^2
density at centre n(0)          = 0.008127 bohr^-3
variance of x1, 1/omega_s       = 6.2500 bohr^2
rms radius, exact               = 4.3301 bohr
kinetic energy T, formula       = 0.375000 Ry
kinetic energy T, grid          = 0.375000 Ry
kinetic energy T, occupations   = 0.375000 Ry
Kohn-Sham T_s, formula          = 0.240000 Ry
Kohn-Sham T_s, grid             = 0.240000 Ry
T_c, formula                    = 0.135000 Ry
T_c, grid                       = 0.135000 Ry
T_c                             = 1.8368 eV
T_c / T                         = 0.3600
natural-orbital frequency nu    = 0.200000 Ry
amplitude ratio t               = -0.333333
occupation ratio q              = 0.111111
K=0: occupation 1.404664, orbitals 1, shell 1.404664, sum 1.404664
K=1: occupation 0.156074, orbitals 3, shell 0.468221, sum 1.872885
K=2: occupation 0.017342, orbitals 6, shell 0.104049, sum 1.976934
K=3: occupation 0.001927, orbitals 10, shell 0.019268, sum 1.996203
Hartree-Fock frequency          = 0.291548 Ry
Hartree-Fock energy, formula    = 0.874643 Ry
Hartree-Fock energy, grid       = 0.874643 Ry
rms radius, Hartree-Fock        = 3.2078 bohr
Attractive example, same omega
interaction strength kappa      = -0.1000 Ry^2
relative frequency Omega        = 0.6000 Ry
energy E, formula               = 1.500000 Ry
energy E, grid                  = 1.500000 Ry
Kohn-Sham frequency omega_s     = 0.480000 Ry
T_c, formula                    = 0.030000 Ry
T_c, grid                       = 0.030000 Ry
amplitude ratio t               = 0.101021
occupation ratio q              = 0.010205
Hartree-Fock frequency          = 0.509902 Ry
```
